# Spin denominator and Hartree–Fock error in zero-field splitting, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I run a spin-polarized mean-field calculation with spin–orbit coupling and point the magnetization along $z$, then along $x$ and $y$. The energies differ slightly, and I want the zero-field-splitting parameter $D$. The spin Hamiltonian is $DS_z^2$, so a spin along $z$ has energy $DS^2$, a spin in the plane has energy zero, and I divide by $S^2$, as the Pederson–Khanna formula does. I am told this is wrong. Before anything else, what exactly is being mapped onto what?

**A.** The target is the spin Hamiltonian of an orbitally nondegenerate multiplet of spin $S$, with $\hbar=1$:

$$H_S=\sum_{kl}D_{kl}S_kS_l=D\left[S_z^2-\tfrac13S(S+1)\right]+E\,(S_x^2-S_y^2).$$

The tensor $D_{kl}$ is real, symmetric and traceless. Inserting $S(S+1)=S_x^2+S_y^2+S_z^2$ on the right and comparing coefficients gives, in principal axes, $D_{zz}=2D/3$, $D_{xx}=-D/3+E$ and $D_{yy}=-D/3-E$. The inverse relations are

$$D=D_{zz}-\tfrac12(D_{xx}+D_{yy}),\qquad E=\tfrac12(D_{xx}-D_{yy}).$$

The source is an energy as a function of a unit vector $\mathbf n$. To connect the two we must know which state of the multiplet is meant by "spin along $\mathbf n$".

Take a determinant with $2S$ singly occupied orbitals of spin $\alpha$ and any number of doubly occupied orbitals. The raising operator $S_+$ annihilates it, because the only $\beta$ electrons sit in orbitals whose $\alpha$ partner is already occupied. It has $M=S$, so it is the state $|S,S\rangle$. Now apply the spin rotation $R=e^{-i\varphi S_z}e^{-i\theta S_y}$. The total spin is a sum of one-electron spins, so $R$ acts on each spinor separately. It turns every $\alpha$ into the spinor that points along $\mathbf n=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$. A closed pair is multiplied by the determinant of a $2\times2$ unitary matrix of unit determinant and is unchanged. The determinant with all open-shell spins along $\mathbf n$ is therefore

$$|S,\mathbf n\rangle=R\,|S,S\rangle ,$$

the state with the largest projection $S$ on $\mathbf n$, called a spin coherent state. This identification is exact when the doubly occupied orbitals have the same spatial part for both spins. A spin-polarized core makes the determinant a mixture of spins, and the identification then becomes an approximation.

**Q.** Then the spin points along $\mathbf n$ with length $S$, and I replace $\mathbf S$ by $S\mathbf n$. Where is the error?

**A.** The replacement is right for $\langle S_k\rangle$ and wrong for $\langle S_kS_l\rangle$. Choose a right-handed triad $\mathbf e_1,\mathbf e_2,\mathbf n$ and write $S_k=n_kS_n+e_{1k}S_1+e_{2k}S_2$, with $S_\pm=S_1\pm iS_2$. In the coherent state $S_n$ has eigenvalue $S$, $S_+|S,\mathbf n\rangle=0$ and $\langle S,\mathbf n|S_-=0$.

The longitudinal term is $\langle S_nS_n\rangle=S^2$. The mixed terms vanish, since $\langle S_nS_a\rangle=S\langle S_a\rangle$ and $\langle S_\pm\rangle=0$. Among the four products of $S_+$ and $S_-$ only $S_+S_-$ has an expectation value, and the commutator $[S_+,S_-]=2S_n$ fixes it: $\langle S_+S_-\rangle=2S+\langle S_-S_+\rangle=2S$. With $S_1=(S_++S_-)/2$ and $S_2=(S_+-S_-)/(2i)$,

$$\langle S_1^2\rangle=\tfrac14\langle S_+S_-\rangle=\tfrac S2,\qquad \langle S_2^2\rangle=-\tfrac14\langle -S_+S_-\rangle=\tfrac S2,$$

$$\langle S_1S_2\rangle=\tfrac1{4i}\langle -S_+S_-\rangle=\tfrac{iS}2,\qquad \langle S_2S_1\rangle=\tfrac1{4i}\langle S_+S_-\rangle=-\tfrac{iS}2 .$$

Completeness of the triad gives $e_{1k}e_{1l}+e_{2k}e_{2l}=\delta_{kl}-n_kn_l$, and $\mathbf e_1\times\mathbf e_2=\mathbf n$ gives $e_{1k}e_{2l}-e_{2k}e_{1l}=\epsilon_{klm}n_m$. Collecting the terms,

$$\langle S_kS_l\rangle=S^2n_kn_l+\tfrac S2(\delta_{kl}-n_kn_l)+\tfrac{iS}2\epsilon_{klm}n_m .$$

Contract this with a symmetric tensor. The antisymmetric last term drops out, and the coefficients of $n_kn_l$ combine to $S^2-S/2$:

$$\langle S,\mathbf n|H_S|S,\mathbf n\rangle=S\left(S-\tfrac12\right)\mathbf n\cdot D\,\mathbf n+\tfrac S2\,\mathrm{Tr}\,D .$$

Call $W(\mathbf n)$ the energy of the coherent state, up to a constant. Then $W(z)-\frac12[W(x)+W(y)]=S(S-\frac12)[D_{zz}-\frac12(D_{xx}+D_{yy})]$, and likewise for $W(x)-W(y)$, so that

$$D=\frac{W(z)-\frac12[W(x)+W(y)]}{S(S-\frac12)},\qquad E=\frac{W(x)-W(y)}{2S(S-\frac12)} .$$

This is van Wüllen's denominator. The value obtained with $S^2$ is the right one multiplied by $(S-\frac12)/S=(2S-1)/(2S)$: one half for a triplet, four fifths for a sextet, and unity only as $S\to\infty$. The missing piece is the transverse zero-point term. A spin along $x$ has $\langle S_z^2\rangle=S/2$, not zero, so in the axial case $W(z)-W(x)=D(S^2-S/2)$.

**Q.** Yet for integer spin the levels $DM^2$ run from $0$ to $DS^2$. That spread is real, and it carries my denominator.

**A.** It is real, but it is the distance between the eigenstates $M=\pm S$ and $M=0$, and the in-plane determinant is not the $M=0$ state. It is a superposition of all $M$ along $z$ with mean square $S/2$. Rotating the magnetization of an aligned determinant samples coherent states only, and their energies span $|D|S(S-\frac12)$ in the axial case. The level spread, $|D|S^2$ for integer and $|D|(S^2-\frac14)$ for half-integer spin, is computed afterwards from the correctly extracted $D$.

A second route gives the same factor. The operator $O_2^0=3S_z^2-S(S+1)$ is the $q=0$ component of a rank-2 tensor. Under rotation it becomes a combination of components $q$, and in $|S,S\rangle$ only $q=0$ has an expectation value, with the weight $d^{k}_{00}(\theta)=P_k(\cos\theta)$ for rank $k$. The angular dependence is thus the classical one, and the amplitude is the value at $M=S$, namely $3S^2-S(S+1)=2S(S-\frac12)$. For rank 4, with $X_S=S(S+1)$ and $O_4^0=35S_z^4-(30X_S-25)S_z^2+3X_S^2-6X_S$, the value at $M=S$ is

$$35S^4-30S^4-30S^3+25S^2+3S^4+6S^3+3S^2-6S^2-6S=2S\,(4S^3-12S^2+11S-3).$$

The cubic factorizes as $(2S-1)(S-1)(2S-3)$, so $\langle O_4^0\rangle=8S(S-\frac12)(S-1)(S-\frac32)P_4(\cos\theta)$. The factor vanishes for every spin too small to carry a rank-4 operator, as $S(S-\frac12)$ does for rank 2.

**Q.** You assumed that the multiplet obeys $H_S$. Why should spin–orbit coupling produce exactly that form, and why is its expectation value the quantity I should compare with?

**A.** Write $H=H_0+V$, with $H_0$ spin-free and invariant under time reversal, and $V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Let $P$ project on the $2S+1$ ground states of energy $E_0$ and let $Q=1-P$. To second order in $\zeta$,

$$H_{\rm eff}=E_0P+PVP-PV\frac{Q}{H_0-E_0}VP .$$

Consider rotations of the spins alone. They leave $H_0$, $P$ and $Q$ invariant, while $V$ is a sum of components of spin vectors, $\sum_il_k(i)\,s_{k'}(i)$ at fixed $k$. So $PVP$ has spin rank 1, and the second-order term, a product of two vectors with a scalar between them, has ranks 0, 1 and 2. Within one multiplet a Hermitian rank-1 operator is $\mathbf c\cdot\mathbf S$ with real $\mathbf c$, by the Wigner–Eckart theorem. Time reversal maps the multiplet onto itself, because there is no other state at $E_0$, and it leaves $V$ and hence $H_{\rm eff}$ invariant while reversing $\mathbf S$. Therefore $\mathbf c=0$ in both orders. In particular $PVP=0$. What is left is a constant and a Hermitian rank-2 operator, which is $H_S$. Its diagonal element in the coherent state is

$$W(\mathbf n)=-\sum_{K\notin P}\frac{|\langle K|V|S,\mathbf n\rangle|^2}{E_K-E_0},$$

the second-order energy of the aligned state with exact excited states $K$. The map from $W$ to $D$ is exact at this order. It needs orbital nondegeneracy and $\zeta$ small against every excitation energy. From fourth order on, rank-4 terms appear for $S\ge2$.

**Q.** How does this appear in the sum over orbitals that is actually evaluated?

**A.** The Pederson–Khanna expression is the second-order change of the sum of occupied orbital energies at frozen potential:

$$W_{\rm PK}(\mathbf n)=-\sum_{i\,\rm occ}\ \sum_{a\,\rm virt}\frac{|\langle a|\zeta\,\mathbf l\cdot\mathbf s|i\rangle|^2}{\varepsilon_a-\varepsilon_i}.$$

Here $i$ and $a$ are spin orbitals quantized along $\mathbf n$. For real spatial orbitals $\mathbf l=-i\,\mathbf r\times\nabla$ has imaginary matrix elements, $\langle p|\mathbf l|q\rangle=i\boldsymbol\lambda_{pq}$ with $\boldsymbol\lambda$ real and antisymmetric, so that $\boldsymbol\lambda_{pp}=0$. The spin factors follow from the same ladder operators: $\langle\alpha|\mathbf s|\alpha\rangle=\mathbf n/2$, $\langle\beta|\mathbf s|\beta\rangle=-\mathbf n/2$, and $\langle\beta|\mathbf s|\alpha\rangle=(\mathbf e_1+i\mathbf e_2)/2$, because $\langle\beta|s_1|\alpha\rangle=\frac12$ and $\langle\beta|s_2|\alpha\rangle=-\frac1{2i}=\frac i2$. The squared elements are

$$\text{same spin: }\ \tfrac{\zeta^2}4(\boldsymbol\lambda\cdot\mathbf n)^2,\qquad \text{spin flip: }\ \tfrac{\zeta^2}4\left[(\boldsymbol\lambda\cdot\mathbf e_1)^2+(\boldsymbol\lambda\cdot\mathbf e_2)^2\right]=\tfrac{\zeta^2}4\left[\lambda^2-(\boldsymbol\lambda\cdot\mathbf n)^2\right].$$

The reality of $\boldsymbol\lambda$ was used in taking the modulus of $\boldsymbol\lambda\cdot\mathbf e_1+i\boldsymbol\lambda\cdot\mathbf e_2$. Define $M^{\sigma\sigma'}_{kl}=\sum\lambda_k\lambda_l/(\varepsilon_{a\sigma'}-\varepsilon_{i\sigma})$ over occupied $i\sigma$ and empty $a\sigma'$. The direction-dependent part of the sum is $-\frac{\zeta^2}4\,\mathbf n\cdot(M^{\alpha\alpha}+M^{\beta\beta}-M^{\alpha\beta}-M^{\beta\alpha})\,\mathbf n$. If this is taken for $W(\mathbf n)$, then

$$D_{kl}=-\frac{\zeta^2}{2S(2S-1)}\left[M^{\alpha\alpha}+M^{\beta\beta}-M^{\alpha\beta}-M^{\beta\alpha}\right]_{kl}^{\rm traceless},$$

since $4S(S-\frac12)=2S(2S-1)$. The original formula has $4S^2$ in that place.

**Q.** "If this is taken for $W$." You have shown how to divide an exact coherent-state energy. A mean-field energy is something else. Is it equal to $W(\mathbf n)$?

**A.** Not in general, and the statement about denominators has to be kept apart from that question. A model that can be solved both ways shows the difference. Take five real $d$ orbitals and

$$H_0=\sum_p\varepsilon_p\hat n_p-J\,\mathbf S^2,\qquad J>0,$$

where $\mathbf S$ is the total spin. This $H_0$ conserves every spatial occupation number, $\mathbf S^2$ and $S_n$. Let the reference $|0\rangle=|S,\mathbf n\rangle$ have $2S$ singly occupied orbitals $i,j$, the rest $a$ empty, and put $\Delta=\varepsilon_a-\varepsilon_i$. The one-body operator $V$ produces singly excited determinants, $V|0\rangle=\sum_\mu g_\mu|\mu\rangle$, with $|g_\mu|^2$ given by the squared elements above. The flips $i\alpha\to i\beta$ have $g=0$ because $\boldsymbol\lambda_{ii}=0$. The other determinants differ from one another in occupation or in $M$, so no cross terms arise, and each is resolved separately into spin eigenstates. There are three classes.

The determinant $i\alpha\to a\alpha$ has all spins aligned, spin $S$, and excitation energy $\Delta$.

The determinant $i\alpha\to j\beta$ with $j\neq i$ has $M=S-1$ and is annihilated by $S_+$, because $j\alpha$ is occupied. It has pure spin $S-1$. Its excitation energy is $\varepsilon_j-\varepsilon_i-J[(S-1)S-S(S+1)]=\varepsilon_j-\varepsilon_i+2JS$.

The determinant $i\alpha\to a\beta$ has $2S$ open shells and $M=S-1$, so it mixes spins $S$ and $S-1$. The spin-$S$ state of this configuration is $S_-|i\alpha\to a\alpha\rangle/\sqrt{2S}$, an equal-weight sum of the $2S$ determinants with one flipped spin. The weight of spin $S$, at energy $\Delta$, is therefore $1/(2S)$, and the weight of spin $S-1$, at energy $\Delta+2JS$, is $1-1/(2S)$.

Keep only the terms in $(\boldsymbol\lambda\cdot\mathbf n)^2$. The $i\to j$ flip contributes

$$w_{ij}=+\frac{\zeta^2}4\,\frac{(\boldsymbol\lambda_{ij}\cdot\mathbf n)^2}{\varepsilon_j-\varepsilon_i+2JS}.$$

The two $i\to a$ determinants together contribute $-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2$ times

$$\frac1\Delta-\frac1{2S\Delta}-\frac{1-\frac1{2S}}{\Delta+2JS}=\frac{2S-1}{2S}\left[\frac1\Delta-\frac1{\Delta+2JS}\right]=\frac{2S-1}{2S}\,\frac{2JS}{\Delta(\Delta+2JS)},$$

which gives

$$w_{ia}^{\rm exact}=-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2\,\frac{J(2S-1)}{\Delta(\Delta+2JS)} .$$

**Q.** And the Hartree–Fock side? I want the self-consistent energy, not a sum with denominators chosen to suit.

**A.** Any determinant not orthogonal to $|0\rangle$ can be written, by the Thouless theorem, as $\exp(\sum_\mu\kappa_\mu X_\mu)|0\rangle=|0\rangle+\sum\kappa_\mu|\mu\rangle+\frac12\sum\kappa_\mu\kappa_\nu|\mu\nu\rangle+\dots$, where $X_\mu$ are single-excitation operators, spin flips included. Count $\kappa$ as first order in $\zeta$ and expand the normalized energy to second order:

$$E=E_0+\langle0|V|0\rangle+2\,\mathrm{Re}\sum_\mu\kappa_\mu^*\langle\mu|H|0\rangle+\sum_{\mu\nu}\kappa_\mu^*A_{\mu\nu}\kappa_\nu+\mathrm{Re}\sum_{\mu\nu}\kappa_\mu\kappa_\nu B_{\mu\nu},$$

with $A_{\mu\nu}=\langle\mu|H_0-E_0|\nu\rangle$ and $B_{\mu\nu}=\langle0|H_0|\mu\nu\rangle$. Here $|0\rangle$ is an eigenstate of $H_0$. Hence $\langle\mu|H|0\rangle=g_\mu$ and $B=0$, while $\langle0|V|0\rangle=0$ follows from $PVP=0$. Setting the derivative with respect to $\kappa^*$ to zero gives $\kappa=-A^{-1}g$, and substitution gives $-2g^\dagger A^{-1}g+g^\dagger A^{-1}g$:

$$W_{\rm HF}(\mathbf n)=-g^\dagger A^{-1}g .$$

The matrix $A$ has one zero mode, $S_-|0\rangle$, which is the rigid rotation of $\mathbf n$. It lies in the block of $i\alpha\to i\beta$ flips, where $g=0$, and holding it at zero is what defines the energy at fixed direction. $W_{\rm HF}(\mathbf n)$ is a quadratic form in $\mathbf n$, and its tangential gradient vanishes along its own principal axes, so an unconstrained self-consistent calculation has a stationary point there. Without symmetry these axes need not coincide with those of the exact $D$. In this model each $\boldsymbol\lambda_{pq}$ points along one Cartesian axis, so both tensors are diagonal in $x,y,z$.

Outside that block $A$ is diagonal in this model, by the conservation laws used before. The Hartree–Fock energy has the form of the Pederson–Khanna sum, with determinant energy differences in place of orbital-energy differences. For the first two classes the determinants are eigenstates of $H_0$, and nothing differs from the exact treatment. For $i\alpha\to a\beta$ we need $\langle\mathbf S^2\rangle$. From $\mathbf S^2=S_-S_++S_n^2+S_n$, with $S_+$ turning $a\beta$ into $a\alpha$ with unit norm,

$$\langle\mathbf S^2\rangle=1+(S-1)^2+(S-1)=S^2-S+1,$$

$$A=\Delta-J\left[S^2-S+1-S^2-S\right]=\Delta+J(2S-1).$$

The bracket that replaces the exact one is $1/\Delta-1/(\Delta+J(2S-1))$, so

$$w_{ia}^{\rm HF}=-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2\,\frac{J(2S-1)}{\Delta\,[\Delta+J(2S-1)]}.$$

The numerators agree, and the ratio for one excitation is

$$\rho=\frac{w_{ia}^{\rm HF}}{w_{ia}^{\rm exact}}=\frac{\Delta+2JS}{\Delta+J(2S-1)}=1+\frac{J}{\Delta+J(2S-1)} .$$

For $S>\frac12$ it rises monotonically from $1$ at $J\ll\Delta$ to $2S/(2S-1)$ at $J\gg\Delta$. The source of the error is that mean field sees one averaged denominator where the exact theory has two. The other determinants of the configuration, which would be needed to form spin eigenstates, are double excitations of $|0\rangle$ and do not enter $A$.

**Q.** That upper limit is the inverse of the factor you blamed on $S^2$. So for large $J$ my old denominator is right after all.

Coherent-state energies must be divided by $S(S-\frac12)$, while in the model Hartree–Fock treats flips between open-shell orbitals exactly but overestimates the anisotropy from open-to-empty excitations by $\rho$. It remains to see whether this error rescues the denominator $S^2$ at large $J$, to test the relations numerically, and to treat $S=\frac12$.
